# Transmission-Line Resistance of a Top Contact to a Two-Dimensional Channel: test program

```python
"""Top contact to a two-dimensional sheet: transmission-line resistance.

Result under test, for contact resistance times width:
    Z = sqrt(rho * Rk) * coth(L / LT),    LT = sqrt(rho / Rk)
rho : specific interface resistivity (ohm m^2)
Rk  : sheet resistance under the metal (ohm per square)
L   : contact length (m);  LT : transfer length (m)
Rs  : sheet resistance of the uncovered channel (ohm per square)
Kirchhoff networks supply the independent values. SI units inside.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, solve_banded


def coth(x):
    return 1.0 / np.tanh(x)


def contact_formula(L, Rk, rho):
    return np.sqrt(rho * Rk) * coth(L * np.sqrt(Rk / rho))


def solve_chain(link, leak, source):
    """Node potentials of a chain with leaks to ground."""
    diagonal = leak.copy()
    diagonal[:-1] += link
    diagonal[1:] += link
    bands = np.zeros((3, len(leak)))
    bands[0, 1:] = -link
    bands[1] = diagonal
    bands[2, :-1] = -link
    return solve_banded((1, 1), bands, source)


def contact_elements(L, Rk, rho, cells):
    """Conductances per unit width of a contact cut into cells."""
    h = L / cells
    link = np.full(cells, 1 / (Rk * h))
    leak = np.full(cells + 1, h / rho)
    leak[[0, -1]] /= 2
    return link, leak


def ladder(L, Rk, rho, cells=2000):
    """Potentials and sheet currents for unit current per width."""
    link, leak = contact_elements(L, Rk, rho, cells)
    source = np.zeros(cells + 1)
    source[0] = 1.0
    V = solve_chain(link, leak, source)
    return V, -link * np.diff(V)


def two_contact_device(gap, L, Rk, Rs, rho, cells=2000):
    """Resistance times width of metal - sheet - metal."""
    link, leak = contact_elements(L, Rk, rho, cells)
    links = np.concatenate([link, [1 / (Rs * gap)], link])
    leaks = np.concatenate([leak, leak])
    source = np.concatenate([leak, np.zeros(cells + 1)])
    V = solve_chain(links, leaks, source)
    return 1 / np.sum(leak * V[cells + 1:])


def metal_formula(L, Rk, Rm, rho):
    a = np.sqrt((Rk + Rm) / rho)
    top = (Rk**2 + Rm**2) * coth(a * L) + 2 * Rk * Rm / np.sinh(a * L)
    return (top + Rk * Rm * a * L) / (a * (Rk + Rm))


def two_rail_network(L, Rk, Rm, rho, cells=400):
    """Resistive sheet and resistive metal; far metal end grounded."""
    h, n = L / cells, cells + 1
    K = np.zeros((2 * n, 2 * n))

    def connect(i, j, g):
        K[i, i] += g
        K[j, j] += g
        K[i, j] -= g
        K[j, i] -= g

    for i in range(n):
        connect(i, n + i, h / rho * (0.5 if i in (0, cells) else 1.0))
        if i < cells:
            connect(i, i + 1, 1 / (Rk * h))
            connect(n + i, n + i + 1, 1 / (Rm * h))
    source = np.zeros(2 * n - 1)
    source[0] = 1.0
    return np.linalg.solve(K[:-1, :-1], source)[0]


def nonlinear_front_voltage(current, L, Rk, rho, V0, cells=4000):
    """Network with interface law J = (V0/rho) sinh(V/V0), by Newton."""
    link, leak = contact_elements(L, Rk, rho, cells)
    V = current * ladder(L, Rk, rho, cells)[0]
    for _ in range(60):
        flow = link * np.diff(V)
        residual = leak * V0 * np.sinh(V / V0)
        residual[:-1] -= flow
        residual[1:] += flow
        residual[0] -= current
        step = solve_chain(link, leak * np.cosh(V / V0), -residual)
        V = V + step
        if np.max(np.abs(step)) < 1e-9 * V[0]:
            return V[0]
    raise RuntimeError("Newton iteration did not converge")


# ---------- example inputs: rough typical monolayer MoS2 values ----------
T = 300.0
density = 1e13 * 1e4
mobility = 30e-4
rho = 1e-6 * 1e-4
mass = 0.5 * const.m_e
valleys, spins = 2, 2
metal_sheet = 1.0
V0 = 0.05
L_main = 100e-9
nm, ohm_um = 1e9, 1e6
Rs = 1 / (const.e * density * mobility)
LT = np.sqrt(rho / Rs)
Z_long = np.sqrt(rho * Rs)
Z_main = contact_formula(L_main, Rs, rho)

# ---------- tests: linear contact ----------
lengths = np.array([10, 20, 50, 100, 200]) * 1e-9
for L in lengths:
    V, I = ladder(L, Rs, rho)
    x = np.linspace(0, L, len(V))
    mid = (x[1:] + x[:-1]) / 2
    V_form = Z_long * np.cosh((L - x) / LT) / np.sinh(L / LT)
    I_form = np.sinh((L - mid) / LT) / np.sinh(L / LT)
    assert abs(V[0] / contact_formula(L, Rs, rho) - 1) < 1e-5
    assert np.max(np.abs(V / V_form - 1)) < 1e-5
    assert np.max(np.abs(I - I_form)) < 1e-5

# Short contact: remainder after 1/x + x/3 should be -x^3/45.
s = 0.3
remainder = ladder(s, 1.0, 1.0)[0][0] - 1 / s - s / 3
assert abs(remainder / (-s**3 / 45) - 1) < 0.02  # next term is 0.9 percent

L_ten = LT * np.arctanh(1 / 1.1)
ratio = ladder(L_ten, Rs, rho)[0][0] / ladder(12 * LT, Rs, rho, 8000)[0][0]
assert abs(ratio - 1.1) < 1e-4

# ---------- tests: extraction from devices with several gaps ----------
gaps = np.array([100, 200, 400, 800]) * 1e-9
extracted = {}
for factor in (0.5, 1.0, 2.0):
    Rk = factor * Rs
    R = [two_contact_device(d, L_main, Rk, Rs, rho) for d in gaps]
    slope, intercept = np.polyfit(gaps * nm, R, 1)
    slope *= nm
    extracted[factor] = intercept / slope / 2
    predicted = factor * np.sqrt(rho / Rk) * coth(L_main * np.sqrt(Rk / rho))
    assert abs(slope / Rs - 1) < 1e-5
    assert abs(extracted[factor] / predicted - 1) < 1e-4

# ---------- tests: resistive metal ----------
for Rm in (0.4, 2.5):
    net = two_rail_network(1.5, 1.0, Rm, 1.0)
    assert abs(net / metal_formula(1.5, 1.0, Rm, 1.0) - 1) < 1e-4
Z_metal = metal_formula(L_main, Rs, metal_sheet, rho)

# ---------- tests: two streams with finite mean free path ----------
for G, free_path, rho_t, L in ((1.0, 0.8, 0.55, 0.9), (2.0, 3.0, 0.2, 2.0)):
    escape = 2 * G * rho_t
    A = np.array([[-1 / free_path - 1 / escape, 1 / free_path],
                  [-1 / free_path, 1 / free_path + 1 / escape]])
    forward, backward = expm(-A * L) @ np.ones(2)
    Z_stream = (forward + backward) / 2 / (G * (forward - backward))
    R_eff = 1 / (G * free_path) + 1 / (4 * G**2 * rho_t)
    assert abs(Z_stream / contact_formula(L, R_eff, rho_t) - 1) < 1e-9

# ---------- ballistic conductance at finite temperature ----------
kT = const.k * T
dos_kT = spins * valleys * mass * kT / (2 * np.pi * const.hbar**2)
eta = np.log(np.expm1(density / dos_kT))
k_thermal = np.sqrt(2 * mass * kT) / const.hbar
modes = valleys * k_thermal / np.pi * quad(
    lambda e: np.sqrt(e) / (4 * np.cosh((e - eta) / 2)**2), 0, 60,
    limit=200)[0]
G0 = 2 * const.e**2 / const.h * modes


def injected_current(level):
    """Current per width carried by all states moving forward."""
    integral = quad(lambda q: q**2 / (1 + np.exp(q**2 - level)), 0, 9,
                    epsabs=1e-12, epsrel=1e-12, limit=200)[0]
    prefactor = const.e * spins * valleys * 2 / (4 * np.pi**2)
    return prefactor * const.hbar / mass * k_thermal**3 * integral


d_eta = 1e-3
G_flux = const.e * (injected_current(eta + d_eta)
                    - injected_current(eta - d_eta)) / (2 * d_eta * kT)
assert abs(G_flux / G0 - 1) < 1e-5
free_path = 1 / (G0 * Rs)
Z_quantum = 1 / (2 * G0)
Z_kinetic = contact_formula(L_main, Rs + 1 / (4 * G0**2 * rho), rho)

# ---------- finite bias ----------
for current in (10.0, 100.0):
    V_net = nonlinear_front_voltage(current, 10 * LT, Rs, rho, V0)
    V_form = 2 * V0 * np.arcsinh(current * Rs * LT / (2 * V0))
    assert abs(V_net / V_form - 1) < 1e-4

# ---------- higher temperature of use ----------
T_hot, barrier = 358.0, 0.1
Rs_hot = Rs * T_hot / T
activation = np.exp(barrier * const.e / const.k * (1 / T_hot - 1 / T))
Z_hot = contact_formula(L_main, Rs_hot, rho)
Z_hot_active = contact_formula(L_main, Rs_hot, rho * activation)


def percent(value):
    return 100 * (value / Z_main - 1)


# ---------- printed numbers ----------
print(f"temperature: {T:.0f} K")
print(f"sheet density: {density / 1e4:.1e} cm^-2")
print(f"mobility: {mobility * 1e4:.0f} cm2/Vs")
print(f"interface resistivity rho: {rho * 1e4:.1e} ohm cm2")
print(f"sheet resistance Rs: {Rs / 1e3:.2f} kohm per square")
print(f"transfer length LT: {LT * nm:.1f} nm")
print(f"long-contact limit of W*Rc: {Z_long * ohm_um:.0f} ohm um")
for L in lengths:
    print(f"L = {L * nm:.0f} nm: L/LT = {L / LT:.3f}, "
          f"W*Rc = {contact_formula(L, Rs, rho) * ohm_um:.0f} ohm um")
print(f"network W*Rc, L = 100 nm: "
      f"{ladder(L_main, Rs, rho)[0][0] * ohm_um:.0f} ohm um")
L = lengths[1]
print(f"rho/L at 20 nm: {rho / L * ohm_um:.0f} ohm um")
print(f"rho/L + Rs*L/3 at 20 nm: {(rho / L + Rs * L / 3) * ohm_um:.0f} ohm um")
print(f"rho/L at 100 nm: {rho / L_main * ohm_um:.0f} ohm um")
print(f"length for W*Rc 10% above limit: {L_ten * nm:.0f} nm")
print("All lines below: L = 100 nm")
left = np.sinh((L_main - LT) / LT) / np.sinh(L_main / LT)
print(f"current transferred within first LT: {100 * (1 - left):.1f} %")
print(f"end resistance times W: "
      f"{Z_long / np.sinh(L_main / LT) * ohm_um:.0f} ohm um")
for f in (0.5, 1.0, 2.0):
    Zf = contact_formula(L_main, f * Rs, rho)
    print(f"Rk/Rs = {f:.1f}: W*Rc = {Zf * ohm_um:.0f} ohm um "
          f"({percent(Zf):+.1f} %)")
    print(f"  true LT {np.sqrt(rho / (f * Rs)) * nm:.1f} nm, "
          f"half intercept {extracted[f] * nm:.1f} nm")
print(f"metal sheet resistance: {metal_sheet:.1f} ohm per square")
print(f"change of W*Rc by metal resistance: {percent(Z_metal):+.4f} %")
print(f"effective mass: {mass / const.m_e:.2f} m_e; valleys: {valleys}")
print(f"Fermi level above band edge: {eta * kT / const.e * 1e3:.1f} meV")
print(f"thermal energy kT: {kT / const.e * 1e3:.1f} meV")
print(f"backscattering mean free path: {free_path * nm:.2f} nm")
print(f"quantum floor 1/(2 G0): {Z_quantum * ohm_um:.1f} ohm um")
print(f"change of W*Rc by finite free path: {percent(Z_kinetic):+.4f} %")
print(f"assumed nonlinearity voltage V0: {V0 * 1e3:.0f} mV")
for current in (10.0, 100.0):
    V = nonlinear_front_voltage(current, L_main, Rs, rho, V0)
    print(f"{current:.0f} uA/um: linear drop {current * Z_main * 1e3:.1f} mV, "
          f"nonlinear {V * 1e3:.1f} mV ({percent(V / current):+.1f} %)")
print(f"higher temperature: {T_hot:.0f} K; assumed barrier: {barrier:.1f} eV")
print(f"Rs at higher temperature: {Rs_hot / 1e3:.2f} kohm per square")
print(f"hot W*Rc, rho fixed: {Z_hot * ohm_um:.0f} ohm um "
      f"({percent(Z_hot):+.1f} %)")
print(f"activated rho, hot/300 K: {activation:.3f}")
print(f"hot W*Rc, rho activated: {Z_hot_active * ohm_um:.0f} ohm um "
      f"({percent(Z_hot_active):+.1f} %)")
print("no test failed")
```

Output:

```
temperature: 300 K
sheet density: 1.0e+13 cm^-2
mobility: 30 cm2/Vs
interface resistivity rho: 1.0e-06 ohm cm2
sheet resistance Rs: 20.81 kohm per square
transfer length LT: 69.3 nm
long-contact limit of W*Rc: 1442 ohm um
L = 10 nm: L/LT = 0.144, W*Rc = 10069 ohm um
L = 20 nm: L/LT = 0.288, W*Rc = 5138 ohm um
L = 50 nm: L/LT = 0.721, W*Rc = 2335 ohm um
L = 100 nm: L/LT = 1.442, W*Rc = 1613 ohm um
L = 200 nm: L/LT = 2.885, W*Rc = 1451 ohm um
network W*Rc, L = 100 nm: 1613 ohm um
rho/L at 20 nm: 5000 ohm um
rho/L + Rs*L/3 at 20 nm: 5139 ohm um
rho/L at 100 nm: 1000 ohm um
length for W*Rc 10% above limit: 106 nm
All lines below: L = 100 nm
current transferred within first LT: 77.1 %
end resistance times W: 722 ohm um
Rk/Rs = 0.5: W*Rc = 1325 ohm um (-17.9 %)
  true LT 98.0 nm, half intercept 63.7 nm
Rk/Rs = 1.0: W*Rc = 1613 ohm um (+0.0 %)
  true LT 69.3 nm, half intercept 77.5 nm
Rk/Rs = 2.0: W*Rc = 2110 ohm um (+30.8 %)
  true LT 49.0 nm, half intercept 101.4 nm
metal sheet resistance: 1.0 ohm per square
change of W*Rc by metal resistance: +0.0025 %
effective mass: 0.50 m_e; valleys: 2
Fermi level above band edge: 10.9 meV
thermal energy kT: 25.9 meV
backscattering mean free path: 2.44 nm
quantum floor 1/(2 G0): 25.4 ohm um
change of W*Rc by finite free path: +0.0105 %
assumed nonlinearity voltage V0: 50 mV
10 uA/um: linear drop 16.1 mV, nonlinear 16.0 mV (-0.6 %)
100 uA/um: linear drop 161.3 mV, nonlinear 120.5 mV (-25.3 %)
higher temperature: 358 K; assumed barrier: 0.1 eV
Rs at higher temperature: 24.83 kohm per square
hot W*Rc, rho fixed: 1717 ohm um (+6.4 %)
activated rho, hot/300 K: 0.534
hot W*Rc, rho activated: 1183 ohm um (-26.7 %)
no test failed
```
